# Which Hartree-Fock Responses Survive the Triplet Instability of Stretched H2

A stability analysis of a restricted Hartree-Fock (RHF) calculation reports a triplet instability, and two properties are still to be computed from that reference: the electric polarizability and a nuclear spin-spin coupling. Should both be discarded, or kept, or should they be treated differently?

One belief says that both must go. A response property is a second derivative of the energy, obtained by inverting the matrix of second derivatives with respect to orbital changes, the orbital Hessian. An instability means that this Hessian has a zero or negative eigenvalue. The inverse of a singular matrix diverges, so every response should diverge with it. The belief tempts because each sentence is nearly right. What it misses is that the Hessian consists of two separate blocks, and that a perturbation selects one of them. The opposite inference is equally unsafe: a smooth polarizability does not show that the reference is fit for spin properties.

Stretched H$_2$ shows both points with little algebra.

## Two blocks from one energy

Atomic units are used, with real orbitals, the molecule along $z$ and its centre at the origin. The RHF determinant has one orbital $\varphi_1$ occupied by both spins; $a,b$ label the virtual orbitals. To see spin-dependent changes, let the two spins have different normalized orbitals,

$$\varphi_\alpha=\frac{\varphi_1+\sum_a x_a\varphi_a}{\sqrt{1+x^2}},\qquad \varphi_\beta=\frac{\varphi_1+\sum_a y_a\varphi_a}{\sqrt{1+y^2}},$$

where $x^2=\sum_a x_a^2$. Apart from the nuclear repulsion, the energy of this determinant is

$$E=\langle\varphi_\alpha|h|\varphi_\alpha\rangle+\langle\varphi_\beta|h|\varphi_\beta\rangle+(\alpha\alpha|\beta\beta).$$

Here $(pq|rs)$ is the Coulomb repulsion between the densities $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$. There is no exchange term, because the electrons have opposite spin.

Expand to second order, with repeated indices summed. The normalization gives $1/(1+x^2)\approx1-x^2$, so

$$\langle\varphi_\alpha|h|\varphi_\alpha\rangle\approx h_{11}+2x_ah_{1a}+x_ax_bh_{ab}-x^2h_{11},$$

and likewise for $\beta$. The repulsion becomes

$$(\alpha\alpha|\beta\beta)\approx(1-x^2-y^2)(11|11)+2(x_a+y_a)(1a|11)+(x_ax_b+y_ay_b)(ab|11)+4x_ay_b(1a|1b).$$

The linear terms add up to $2(x_a+y_a)[h_{1a}+(11|1a)]$. The bracket is an occupied-virtual element of the Fock matrix and vanishes for the converged RHF orbital. With $\varepsilon_1=h_{11}+(11|11)$, what remains is

$$E-E_0=xDx+yDy+4xKy,$$
$$D_{ab}=h_{ab}+(11|ab)-\varepsilon_1\delta_{ab},\qquad K_{ab}=(1a|1b).$$

Now separate changes that are equal for the two spins from changes that are opposite: $x=(s+t)/\sqrt2$, $y=(s-t)/\sqrt2$. Then $xDx+yDy=sDs+tDt$, since the cross terms cancel. Also

$$4xKy=2(s+t)K(s-t)=2sKs-2tKt,$$

because $K$ is symmetric and $tKs=sKt$. Hence

$$E-E_0=sM^Ss+tM^Tt,\qquad M^S=D+2K,\quad M^T=D-2K.$$

The vector $s$ keeps the orbitals doubly occupied and changes the charge density; its Hessian is the singlet one. The vector $t$ leaves the charge density unchanged to first order and creates a spin density; its Hessian is the triplet one.

The missing $s$–$t$ term reflects a symmetry. Exchanging the two spins leaves the RHF determinant and the spin-free Hamiltonian unchanged, but sends $t$ to $-t$. A term linear in $t$ would change sign, so it cannot occur. This argument holds for any closed-shell RHF reference with a spin-free Hamiltonian. It fails if, for example, spin-orbit coupling is included.

## What a perturbation sees

Add a spin-free perturbation $f\sum_i v(\mathbf r_i)$. Its first-order effect through the orbitals is $2f\,v\cdot(x+y)=2\sqrt2f\,v\cdot s$, with $v_a=\langle a|v|1\rangle$. Stationarity of $sM^Ss+2\sqrt2f\,v\cdot s$ requires

$$2M^Ss+2\sqrt2f\,v=0,\qquad s=-\sqrt2f(M^S)^{-1}v.$$

Inserting this gives $(2-4)f^2\,v(M^S)^{-1}v=-2f^2\,v(M^S)^{-1}v$. An electric field $F$ along $z$ acts on electrons of charge $-1$ through $+Fz$, so the polarizability $\alpha=-d^2E/dF^2$ is

$$\alpha=4\,z(M^S)^{-1}z.$$

A spin-dependent perturbation $\lambda\sum_iw(\mathbf r_i)\sigma_{z,i}$ has opposite signs for the two electrons. Its first-order effect is $2\lambda\,w\cdot(x-y)=2\sqrt2\lambda\,w\cdot t$, and the same steps give

$$\chi_w=-\frac{d^2E}{d\lambda^2}=4\,w(M^T)^{-1}w.$$

Choose $w=z$. This staggered spin field pulls spin up towards one nucleus and spin down towards the other. Its response $\chi_z$ contains the same matrix elements $z_a$ as $\alpha$. Spatial symmetry therefore cannot be what protects the polarizability; the protection comes from spin.

## Why the singlet block is still sound

The two blocks differ by $M^S-M^T=4K$. For any nonzero vector $u$,

$$uKu=(\rho_u|\rho_u),\qquad \rho_u=\varphi_1\sum_au_a\varphi_a,$$

which is twice the electrostatic self-energy of the density $\rho_u$. It is positive unless $\rho_u$ vanishes everywhere. As the bond is stretched from a stable reference, the lowest eigenvalue $\omega$ of $M^T$ reaches zero at the Coulson-Fischer distance $R_c$. There $uM^Tu\ge0$ for all $u$, and so

$$uM^Su=uM^Tu+4uKu>0.$$

The singlet Hessian is invertible when the triplet Hessian first becomes singular. Beyond $R_c$ this inequality no longer guarantees anything, and $M^S$ has to be examined itself.

In the aug-cc-pVDZ basis $R_c=2.301$ bohr, or 1.218 Å; aug-cc-pVTZ gives 2.299 bohr. Let $t_0$ be the normalized soft mode, the eigenvector of $M^T$ whose eigenvalue vanishes. At $R_c$ the singlet Hessian along this same direction is $t_0M^St_0=0.590$ hartree. To second order, the distortion costs nothing when the spins move oppositely, but a substantial energy when they move together and pile up charge.

The results on both sides of $R_c$ are these, with $\alpha$ in atomic units and $\chi_z$ in bohr$^2$/hartree. Full configuration interaction (FCI) treats electron correlation completely within the same finite basis, with fixed nuclei and no relativity.

| $R$ (bohr) | $\alpha$ RHF | $\alpha$ FCI | $\chi_z$ RHF | $\chi_z$ FCI |
|---|---:|---:|---:|---:|
| 1.400 | 6.53 | 6.54 | 15.3 | 12.0 |
| 2.000 | 11.9 | 11.1 | 77.5 | 32.2 |
| 2.291 | 15.4 | 13.5 | 2960 | 53.2 |
| 2.311 | 15.7 | 13.7 | −3007 | 55.1 |
| 3.000 | 26.8 | 17.7 | −71.6 | 194 |
| 4.000 | 49.2 | 16.2 | −56.35 | 1376 |

Between the third and fourth rows the bond lengthens by 0.02 bohr. The RHF polarizability changes by less than 2 percent, while $\chi_z$ jumps from a large positive to a large negative value. At $R_c$ itself, RHF energies in small electric fields give $\alpha=15.579$, in agreement with the singlet formula. The lowest singlet eigenvalue is positive at all the distances listed; at 4 bohr it is 0.286 hartree.

## The pole, and who feels it

Near $R_c$, the part of $(M^T)^{-1}$ that belongs to the soft mode is $t_0t_0^{\mathsf T}/\omega$. To leading order $\omega=\omega'(R-R_c)$ with $\omega'=-0.2268$ hartree/bohr, so

$$\chi_w\approx\frac{4(w\cdot t_0)^2}{|\omega'|(R_c-R)}.$$

For $w=z$ the pole strength $4(z\cdot t_0)^2/|\omega'|$ is 29.83 bohr$^3$/hartree. At 0.01 bohr from $R_c$ the leading term is therefore $\pm29.83/0.01=\pm2983$ bohr$^2$/hartree. The full responses are 2960 and −3007; the difference is the part that stays finite.

A perturbation without overlap with $t_0$ does not feel the pole, so "spin responses diverge" needs a qualification. The molecule has inversion symmetry, $\varphi_1$ is even, and the soft mode is nondegenerate, hence either even or odd. Its overlap with the odd operator $z$ is nonzero, so it is odd. Two perturbations escape the pole, the first through orbital orthogonality alone and the second through this parity.

First, the ordinary spin susceptibility, the response to a uniform field, does not diverge. With $w=1$ one has $w_a=\langle a|1\rangle=0$, and the response is zero on both sides of $R_c$. The spin susceptibility that diverges is the staggered one.

Second, an even contact perturbation, equal at the two nuclei, has a finite response. Call it $\chi_{gg}$. It is 0.8626 atomic units at 0.005 bohr below $R_c$ and 0.8616 at the same distance above.

## The Fermi-contact coupling

A proton with spin component $I_K$ along $z$ has the magnetic moment $g_p\mu_NI_K$. The contact part of its field is $\tfrac23\mu_0g_p\mu_NI_K\,\delta(\mathbf r-\mathbf R_K)$. The electron spin moment is $-\tfrac12g_e\mu_B\sigma_z$, with $g_e$ taken positive, so the interaction energy is

$$c\,I_K\,\delta(\mathbf r-\mathbf R_K)\,\sigma_z,\qquad c=\frac{2}{3}\mu_0\frac{g_e}{2}\mu_B\,g_p\mu_N .$$

In atomic units $c=3.397\times10^{-7}$ hartree bohr$^3$. The hydrogen atom checks this constant. Its ground-state density at the nucleus is $1/\pi$, which gives the interaction $(c/\pi)\,\boldsymbol\sigma\cdot\mathbf I=(2c/\pi)\,\mathbf S\cdot\mathbf I$. Since $\mathbf S\cdot\mathbf I$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, the splitting is $2c/\pi$. As a frequency this is $\nu_H=1422.8$ MHz, a wavelength of 21.07 cm. The measured 21 cm line lies at 1420.4 MHz, 0.17 percent lower; nearly all of the difference arises because the density $1/\pi$ assumes an infinitely heavy nucleus.

For two nuclei the second-order energy contains the cross term $-c^2\chi_{AB}I_AI_B$, where

$$\chi_{AB}=4\,d_A(M^T)^{-1}d_B,\qquad (d_K)_a=\varphi_a(\mathbf R_K)\varphi_1(\mathbf R_K).$$

Comparison with $hJI_AI_B$ gives $hJ=-c^2\chi_{AB}$. The $zz$ component suffices because the contact coupling of a singlet molecule is isotropic.

At 1.4 bohr, $\chi_{AB}=-0.46717$ atomic units. Using $h\nu_H=2c/\pi$ to convert one factor $c$ into a frequency,

$$J=-\frac{\pi}{2}c\,\chi_{AB}\,\nu_H=1.5708\times3.397\times10^{-7}\times0.46717\times1422.8\ \text{MHz}\approx355\ \text{Hz}.$$

FCI gives 291 Hz in the same basis. This is the contact part alone, and the basis is not converged for densities at the nuclei, so the values serve to compare the two methods.

To find the pole, write $d_A=\tfrac12(g+u)$ and $d_B=\tfrac12(g-u)$, with $g=d_A+d_B$ even and $u=d_A-d_B$ odd. Inversion symmetry removes the mixed term, leaving

$$\chi_{AB}=\tfrac14(\chi_{gg}-\chi_{uu}).$$

The odd response $\chi_{uu}$ tends to $+\infty$ as $R_c$ is approached from below, so $\chi_{AB}$ tends to $-\infty$ and $J$ to $+\infty$. At 0.01 bohr below $R_c$ RHF gives $J\approx29{,}100$ Hz, and at 0.01 bohr above about $-29{,}100$ Hz. The FCI values there are 483 and 493 Hz.

The damage begins well before the instability. At 2.0 bohr the RHF reference is still stable, yet its $J$ is 935 Hz against 369 Hz from FCI. Passing a stability test does not make a spin response accurate.

## What lies beyond the instability

For $R>R_c$ the energy falls along $t_0$, and the RHF determinant is a saddle point among unrestricted determinants. At 3 bohr the unrestricted (UHF) energy is −1.0158 hartree, against −0.9880 for RHF and −1.0533 for FCI.

The negative $\chi_z$ is a warning in itself. For each fixed trial state the energy is linear in $\lambda$, and the ground-state energy is the minimum over all of them. A minimum of linear functions is concave, so $-d^2E/d\lambda^2$ cannot be negative for a ground state.

The divergence at $R_c$ also belongs to linear response. Follow the energy along the soft mode with amplitude $\tau$, letting the other orbital changes relax:

$$E-E_0=\omega\tau^2+B\tau^4+2\sqrt2\lambda\,(z\cdot t_0)\,\tau .$$

Spin exchange forbids a cubic term. With $B>0$ and $\omega=0$, stationarity gives $4B\tau^3=-2\sqrt2\lambda(z\cdot t_0)$, so the induced spin dipole, $|\langle z\rangle_\alpha-\langle z\rangle_\beta|\approx2\sqrt2\,|(z\cdot t_0)\tau|$, grows as $\lambda^{1/3}$: it is finite, with infinite slope at zero field. UHF calculations at $R_c$ bear this out. Raising the field eightfold, from $10^{-5}$ to $8\times10^{-5}$ hartree/bohr, raises the spin dipole from 0.1486 to 0.2966 bohr, close to the factor 2 expected. Near $R_c$ a value of $\chi_z$ obtained from finite spin fields therefore depends strongly on the field step.

## Finite does not mean accurate

The RHF polarizability passes $R_c$ smoothly, but its error relative to FCI grows: about 7 percent at 2 bohr, 15 percent just beyond $R_c$, 51 percent at 3 bohr. At 4 bohr it is three times too large. A two-orbital model shows why.

Let $l$ and $r$ be atomic orbitals on the two nuclei with negligible overlap, and let $\varphi_{1}=(l+r)/\sqrt2$ and $\varphi_{2}=(l-r)/\sqrt2$. Write $h_{22}-h_{11}=2k$, $U=(ll|ll)$ and $V=(ll|rr)$. Both $\varphi_1^2$ and $\varphi_2^2$ equal $\tfrac12(l^2+r^2)$, so their repulsion terms cancel in $D$ and $D=2k$. The product $\varphi_1\varphi_2=\tfrac12(l^2-r^2)$ gives $K=\tfrac14(2U-2V)=\tfrac12(U-V)$. Therefore

$$M^S=2k+(U-V),\qquad M^T=2k-(U-V).$$

In this model the triplet instability sets in when the cost of charge fluctuation, $U-V$, exceeds the gain from delocalization, $2k$. Near the actual $R_c$ the atomic orbitals still overlap strongly, so the criterion is only qualitative there. The same repulsion that softens the triplet block stiffens the singlet block.

The matrix element of $z$ has magnitude $R/2$. At large $R$ both $k$ and $V$ vanish, and

$$\alpha\to\frac{R^2}{U},\qquad \chi_z\to-\frac{R^2}{U}.$$

Within this model the RHF polarizability grows without limit, whereas two separated atoms must approach a constant. The reason is the restricted determinant: $\varphi_1\varphi_1=\tfrac12(ll+rr+lr+rl)$ keeps both electrons on one atom with probability one half, and a field readily shifts weight between $ll$ and $rr$. The RHF values at 4 bohr, 49.2 and −56.35, have the same signs as this limit, one positive and one negative. Their similar magnitudes do not confirm it: at 4 bohr $k$ and $V$ are not yet small, so the model itself gives $|\chi_z|>\alpha$ there, and it leaves out the other virtual orbitals, which change the two responses by different amounts.

The correct spin response also grows, for a physical reason. For separated atoms the lowest singlet and triplet are $(lr\pm rl)/\sqrt2$, and $z_1-z_2$ connects them with magnitude $R$. Second-order perturbation theory gives $\chi_z\approx2R^2/\Delta$, where $\Delta$ is the singlet-triplet gap. It closes as the atoms separate, so the response rises but has no pole at $R_c$.

The practical decision now depends on the operator. A triplet instability is no reason to reject an RHF polarizability, provided the singlet Hessian is positive; its accuracy must be judged separately. To obtain the RHF value from energies in a finite field, the orbitals must be kept restricted, because the broken-symmetry UHF solution is a different reference with a different response: at 3 bohr it gives 14.9 where RHF gives 26.8. Restriction ensures consistency, not accuracy; here the UHF value is the closer of the two to the FCI result, 17.7. Contact couplings and other spin responses that overlap the soft mode should not be taken from this RHF reference. They need a method that accounts for electron correlation, and in H$_2$ they need it before the instability is reached. The numerical output gives the remaining values and finite-field comparisons.

## Computed values

```
H2, basis aug-cc-pvdz with 18 functions
Rc = 2.3013 bohr = 1.2178 angstrom
Rc in aug-cc-pvtz = 2.299 bohr
Lowest Hessian eigenvalues (hartree) and alpha_zz (a.u.)
R/bohr  singlet  triplet  alpha RHF  alpha FCI
1.4000   0.4823   0.26832     6.528     6.539
2.0000   0.4048   0.07526    11.915    11.104
2.2013   0.3849   0.02342    14.287    12.773
2.2913   0.3768   0.00228    15.447    13.505
2.3113   0.3751  -0.00226    15.713    13.665
3.0000   0.3270  -0.12816    26.766    17.732
4.0000   0.2855  -0.23967    49.218    16.200
Spin response chi_z (bohr^2/hartree), contact J (Hz)
R/bohr  chi RHF  chi FCI  J RHF  J FCI
1.4000      15.28     12.04      354.7     290.6
2.0000      77.51     32.21      935.1     369.1
2.2013     275.49     45.48     2873.6     441.9
2.2913    2959.85     53.20    29067.2     483.0
2.3113   -3006.91     55.10   -29145.7     493.0
3.0000     -71.62    194.31     -467.2    1110.1
4.0000     -56.35   1375.81     -238.5    4626.4
Finite-field checks
alpha RHF at 1.4000 bohr: field 6.5279, formula 6.5279 a.u.
alpha RHF at 2.3013 bohr: field 15.5793, formula 15.5793 a.u.
alpha RHF at 3.0000 bohr: field 26.7661, formula 26.7661 a.u.
chi_z at 1.4 bohr: field 15.2835, formula 15.2835 bohr^2/hartree
chi_AB at 1.4 bohr: field -0.46717, formula -0.46717 a.u.
uniform spin response at 1.4 bohr: 0.00000 a.u.
At Rc
singlet Hessian on soft mode = 0.5898 hartree
second triplet eigenvalue = 0.3212 hartree
slope of soft eigenvalue = -0.2268 hartree/bohr
pole strength of chi_z = 29.833 bohr^3/hartree
pole strength of J = 291.06 Hz bohr
chi_gg at Rc-0.005, Rc+0.005: 0.8626, 0.8616 a.u.
spin field 1e-05 hartree/bohr: spin dipole 0.1486 bohr
spin field 8e-05 hartree/bohr: spin dipole 0.2966 bohr
exponent of spin dipole = 0.3324
At 3 bohr
E RHF -0.98802, UHF -1.01582, FCI -1.05334 hartree
alpha UHF = 14.893 a.u.
contact constant c = 3.39673e-07 hartree bohr^3
H atom hyperfine line: 1422.8 MHz, 21.07 cm
```
